# Largest-time cancellation and vanishing vacuum diagrams on the Keldysh contour: a numerical check

```python
# RESULT UNDER TEST: on the closed Keldysh contour (forward branch F, s=+1;
# backward branch B, s=-1) the sum over the two branches of the latest internal
# vertex is zero for each Wick diagram, so each closed vacuum diagram vanishes.
# Model: two sites, two spins, H = sum h_ij c+_i c_j + U sum_j n_j,up n_j,down.
# n0: initial one-body density matrix per spin (Gaussian state); T: turning time.
# G(1,2) = -i <T_C c(1) c+(2)>; a contour point is the pair (time, s).
# A diagram is a pair of permutations (spin up, spin down) of the vertices.
# Hartree atomic units (hbar = 1); diagram functions leave out the factor U^n.
from itertools import permutations, product
from functools import lru_cache
import numpy as np
from scipy.linalg import expm
from scipy.constants import physical_constants

hop, offset, U, T = 0.10, 0.05, 0.05, 10.0
h = np.array([[offset, -hop], [-hop, 0.0]])
n0 = np.diag([0.9, 0.2])
energies, orbitals = np.linalg.eigh(h)
BRANCH = {1: "F", -1: "B"}


@lru_cache(maxsize=None)
def evolve(t):
    return (orbitals * np.exp(-1j * energies * t)) @ orbitals.T


def lesser(t1, t2):
    return 1j * evolve(t1) @ n0 @ evolve(t2).conj().T


def greater(t1, t2):
    return -1j * evolve(t1) @ (np.eye(2) - n0) @ evolve(t2).conj().T


def position(z):
    return z[0] if z[1] == 1 else 2 * T - z[0]


def green(z1, z2):
    kind = greater if position(z1) > position(z2) else lesser
    return kind(z1[0], z2[0])


def lines(points):
    return [[-1j * green(a, b) for b in points] for a in points]


def parity(perm):
    return round(np.linalg.det(np.eye(len(perm))[list(perm)]))


def diagram(A, branches, up, down):
    n = len(branches)
    total = 0
    for site in product(range(2), repeat=n):
        term = 1
        for k in range(n):
            term *= A[k][up[k]][site[k], site[up[k]]]
            term *= A[k][down[k]][site[k], site[down[k]]]
        total += term
    sign = parity(up) * parity(down)
    return sign * total * np.prod([-1j * s for s in branches])


def all_diagrams(n):
    return list(product(permutations(range(n)), repeat=2))


# ---------- Fock space: independent operator definition ----------
lower, string, one = np.array([[0, 1], [0, 0]]), np.diag([1, -1]), np.eye(2)


def annihilator(mode):
    out = np.eye(1)
    for m in range(4):
        out = np.kron(out, string if m < mode else lower if m == mode else one)
    return out


c = [annihilator(m) for m in range(4)]        # modes: up 0,1 ; down 2,3
number = [a.T @ a for a in c]
H0 = sum(h[i, j] * c[i + d].T @ c[j + d]
         for i in range(2) for j in range(2) for d in (0, 2))
V = number[0] @ number[2] + number[1] @ number[3]
rho = np.eye(16)
for m in range(4):
    p = n0[m % 2, m % 2]
    rho = rho @ (p * number[m] + (1 - p) * (np.eye(16) - number[m]))


def heisenberg(op, t):
    return expm(1j * H0 * t) @ op @ expm(-1j * H0 * t)


rng = np.random.default_rng(3)
err_green = 0.0
for _ in range(4):
    t1, t2 = rng.uniform(0, T, 2)
    for s1, s2 in product((1, -1), repeat=2):
        z1, z2 = (t1, s1), (t2, s2)
        formula = green(z1, z2)
        for i, j in product(range(2), repeat=2):
            a, b = heisenberg(c[i], t1), heisenberg(c[j].T, t2)
            ordered = a @ b if position(z1) > position(z2) else -b @ a
            direct = -1j * np.trace(rho @ ordered)
            err_green = max(err_green, abs(direct - formula[i, j]))
assert err_green < 1e-12

# Sum of diagrams against operator products; cancellation for each diagram
err_wick = err_latest = 0.0
for n in (1, 2, 3):
    for _ in range(2):
        times = rng.uniform(0, T, n)
        latest = int(np.argmax(times))
        Vt = [heisenberg(V, t) for t in times]
        table = {}
        for br in product((1, -1), repeat=n):
            pts = list(zip(times, br))
            A = lines(pts)
            for d in all_diagrams(n):
                table[br, d] = diagram(A, br, *d)
            ordered = np.eye(16)
            for k in sorted(range(n), key=lambda q: -position(pts[q])):
                ordered = ordered @ Vt[k]
            direct = np.trace(rho @ ordered) * np.prod([-1j * s for s in br])
            total = sum(table[br, d] for d in all_diagrams(n))
            err_wick = max(err_wick, abs(direct - total))
        for br in product((1, -1), repeat=n):
            flipped = tuple(-s if k == latest else s for k, s in enumerate(br))
            for d in all_diagrams(n):
                pair = table[br, d] + table[flipped, d]
                err_latest = max(err_latest, abs(pair))
assert err_wick < 1e-12
assert err_latest < 1e-12

# Third-order ring at fixed times: latest vertex 2, earliest vertex 1
ring_times = (3.0, 8.0, 5.0)
cycle = (1, 2, 0)
ring3 = {}
for br in product((1, -1), repeat=3):
    A = lines(list(zip(ring_times, br)))
    ring3[br] = U**3 * diagram(A, br, cycle, cycle)
late_sum = max(abs(ring3[a, 1, b] + ring3[a, -1, b])
               for a, b in product((1, -1), repeat=2))
early_sum = max(abs(ring3[1, a, b] + ring3[-1, a, b])
                for a, b in product((1, -1), repeat=2))
ring_size = max(abs(v) for v in ring3.values())
assert late_sum < 1e-12 * ring_size
assert early_sum > 1e-2 * ring_size

# ---------- Integrated vacuum diagrams ----------
x, w = np.polynomial.legendre.leggauss(16)
x, w = (x + 1) / 2, w / 2
first = {s: sum(T * wa * diagram(lines([(T * xa, s)]), (s,), (0,), (0,))
                for xa, wa in zip(x, w)) for s in (1, -1)}
second = {(br, d): 0j for br in product((1, -1), repeat=2)
          for d in all_diagrams(2)}
for (xa, wa), (xb, wb) in product(zip(x, w), repeat=2):
    for br in product((1, -1), repeat=2):
        if br[0] == br[1]:     # kink at equal times: integrate two triangles
            ta, tb, weight = T * xa, T * xa * xb, T * T * xa * wa * wb
            samples = [((ta, tb), weight), ((tb, ta), weight)]
        else:
            samples = [((T * xa, T * xb), T * T * wa * wb)]
        for tt, weight in samples:
            A = lines(list(zip(tt, br)))
            for d in all_diagrams(2):
                second[br, d] += 0.5 * weight * diagram(A, br, *d)
vacuum_sums = [abs(sum(second[br, d] for br in product((1, -1), repeat=2)))
               for d in all_diagrams(2)]
assert abs(first[1] + first[-1]) < 1e-11
assert max(vacuum_sums) < 1e-10
ring2 = {br: U**2 * second[br, ((1, 0), (1, 0))]
         for br in product((1, -1), repeat=2)}
assert min(abs(v) for v in ring2.values()) > 1e-4


# Exact expansion coefficients from full propagation at complex coupling
def coefficient(function, order, radius=0.05, count=24):
    lam = radius * np.exp(2j * np.pi * np.arange(count) / count)
    return np.mean([function(v) / v**order for v in lam])


ratio = 0.5     # backward coupling / forward coupling


def Z_exact(coupling, r=ratio):
    forward = expm(-1j * (H0 + coupling * V) * T)
    backward = expm(1j * (H0 + r * coupling * V) * T)
    return np.trace(rho @ backward @ forward)


c1 = first[1] + ratio * first[-1]
c2 = sum(v * ratio**br.count(-1) for (br, d), v in second.items())
assert abs(c1 - coefficient(Z_exact, 1)) < 1e-9
assert abs(c2 - coefficient(Z_exact, 2)) < 1e-9
forward_only = sum(v for (br, d), v in second.items() if br == (1, 1))
assert abs(forward_only - coefficient(lambda v: Z_exact(v, 0.0), 2)) < 1e-9
Z_unequal, Z_second = Z_exact(U), 1 + U * c1 + U**2 * c2
Z_equal = Z_exact(U, 1.0)
assert abs(Z_equal - 1) < 1e-12 and abs(Z_unequal - 1) > 1e-2

# Wrong equal-time rule on the backward branch: G> instead of G<
wrong = 0j
for xa, wa in zip(x, w):
    good = np.diag(-1j * lesser(T * xa, T * xa))
    bad = np.diag(-1j * greater(T * xa, T * xa))
    wrong += -1j * U * T * wa * np.sum(good**2 - bad**2)
N_spin = np.trace(n0)
assert abs(wrong - (-1j * U * T * (2 * N_spin - 2))) < 1e-12

# ---------- External point: occupation of site 1, spin up, at time tx ----------
tx = 4.0


def response(t):
    connected = vacuum = 0j
    for s in (1, -1):
        A = lines([(tx, 1), (t, s)])
        for j in range(2):
            dens = A[1][1][j, j]
            vacuum += -1j * s * A[0][0][0, 0] * dens * dens
            connected -= -1j * s * A[0][1][0, j] * A[1][0][j, 0] * dens
    return connected, vacuum


before = sum(tx * wa * response(tx * xa)[0] for xa, wa in zip(x, w))
after = sum((T - tx) * wa * response(tx + (T - tx) * xa)[0]
            for xa, wa in zip(x, w))
loose = max(abs(response(t)[1]) for t in np.linspace(0.5, 9.7, 12))


def occupation(coupling):
    H = H0 + coupling * V
    return np.trace(rho @ expm(1j * H * tx) @ number[0] @ expm(-1j * H * tx))


assert abs(after) < 1e-12 and loose < 1e-12
assert abs(before) > 1e-3
assert abs(before - coefficient(occupation, 1)) < 1e-10


def show(label, value, unit, digits=6):
    print(f"{label}: {value.real:+.{digits}f} {value.imag:+.{digits}f} i {unit}")


fs = physical_constants["atomic unit of time"][0] * 1e15
print(f"Hopping {hop:.2f}, site-1 offset {offset:.2f}, U {U:.2f} hartree")
print(f"Initial occupation per spin: site 1 {n0[0,0]:.1f}, site 2 {n0[1,1]:.1f}")
print(f"Turning time T = {T:.1f} a.u. of time = {T*fs:.4f} fs")
print(f"Propagator formula vs Fock space, max error: {err_green:.1e}")
print(f"Diagram sums vs Fock space, orders 1-3, max error: {err_wick:.1e}")
print(f"Latest-vertex sum, each diagram, orders 1-3, max: {err_latest:.1e}")
print(f"Labelled diagrams at orders 1,2,3: {[len(all_diagrams(n)) for n in (1,2,3)]}")
print("Third-order ring integrand, vertex times", ring_times, "a.u.")
print("(branches of vertices 1,2,3; vertex 2 latest; unit 1e-6 hartree^3)")
for a, b in product((1, -1), repeat=2):
    for s in (1, -1):
        name = BRANCH[a] + BRANCH[s] + BRANCH[b]
        show("  " + name, 1e6 * ring3[a, s, b], "", 4)
print(f"Largest |sum over latest branch|: {late_sum*1e6:.1e} x 1e-6 hartree^3")
print(f"Largest |sum over earliest branch|: {early_sum*1e6:.4f} x 1e-6 hartree^3")
print("First-order vacuum diagram (dimensionless)")
for s in (1, -1):
    show("  " + BRANCH[s], U * first[s], "")
print("Second-order ring, integrated, with 1/2! (dimensionless)")
for br, value in ring2.items():
    show("  " + BRANCH[br[0]] + BRANCH[br[1]], value, "")
print(f"  |sum of the four|: {abs(sum(ring2.values())):.1e}")
print(f"Largest |sum| of the four second-order diagrams: {U**2*max(vacuum_sums):.1e}")
show("All second-order diagrams, forward branch only", U**2 * forward_only, "")
print(f"|Z - 1| with equal couplings, full propagation: {abs(Z_equal-1):.1e}")
print(f"Backward/forward coupling ratio in the next two lines: {ratio:.1f}")
show("Z, diagrams to second order", Z_second, "")
show("Z, full propagation", Z_unequal, "")
show("First-order remainder with wrong equal-time rule", wrong, "")
print(f"Measurement time tx = {tx:.1f} a.u. of time")
show("Occupation of site 1 (spin up) at tx, U = 0", occupation(0.0), "")
show("First-order shift of it, from diagrams", U * before, "")
show("First-order shift, from full propagation", U * coefficient(occupation, 1), "")
show("Shift integrand at t = 2 a.u.", U * response(2.0)[0], "hartree")
print(f"|Shift integrand| at t = 7 a.u.: {abs(U*response(7.0)[0]):.1e} hartree")
print(f"|Part of the shift from t > tx|: {abs(U*after):.1e}")
print("ALL CHECKS PASSED")
```

Output:

```
Hopping 0.10, site-1 offset 0.05, U 0.05 hartree
Initial occupation per spin: site 1 0.9, site 2 0.2
Turning time T = 10.0 a.u. of time = 0.2419 fs
Propagator formula vs Fock space, max error: 3.4e-16
Diagram sums vs Fock space, orders 1-3, max error: 2.0e-15
Latest-vertex sum, each diagram, orders 1-3, max: 0.0e+00
Labelled diagrams at orders 1,2,3: [1, 4, 36]
Third-order ring integrand, vertex times (3.0, 8.0, 5.0) a.u.
(branches of vertices 1,2,3; vertex 2 latest; unit 1e-6 hartree^3)
  FFF: -0.6951 +2.5667 i 
  FBF: +0.6951 -2.5667 i 
  FFB: +0.1669 -2.9060 i 
  FBB: -0.1669 +2.9060 i 
  BFF: -0.1597 -2.4287 i 
  BBF: +0.1597 +2.4287 i 
  BFB: +0.8716 +2.9069 i 
  BBB: -0.8716 -2.9069 i 
Largest |sum over latest branch|: 0.0e+00 x 1e-6 hartree^3
Largest |sum over earliest branch|: 1.0386 x 1e-6 hartree^3
First-order vacuum diagram (dimensionless)
  F: +0.000000 -0.352043 i 
  B: -0.000000 +0.352043 i 
Second-order ring, integrated, with 1/2! (dimensionless)
  FF: -0.008821 -0.001122 i 
  FB: +0.008821 -0.000000 i 
  BF: +0.008821 +0.000000 i 
  BB: -0.008821 +0.001122 i 
  |sum of the four|: 2.6e-17
Largest |sum| of the four second-order diagrams: 2.8e-16
All second-order diagrams, forward branch only: -0.089255 -0.001110 i 
|Z - 1| with equal couplings, full propagation: 2.6e-16
Backward/forward coupling ratio in the next two lines: 0.5
Z, diagrams to second order: +0.977686 -0.176854 i 
Z, full propagation: +0.977705 -0.174951 i 
First-order remainder with wrong equal-time rule: +0.000000 -0.100000 i 
Measurement time tx = 4.0 a.u. of time
Occupation of site 1 (spin up) at tx, U = 0: +0.794205 -0.000000 i 
First-order shift of it, from diagrams: +0.000453 +0.000000 i 
First-order shift, from full propagation: +0.000453 +0.000000 i 
Shift integrand at t = 2 a.u.: +0.000173 -0.000000 i hartree
|Shift integrand| at t = 7 a.u.: 0.0e+00 hartree
|Part of the shift from t > tx|: 2.1e-19
ALL CHECKS PASSED
```
